# Why ZORA succeeds for mercury's valence orbitals and fails for 1s

## Question

The zeroth-order regular approximation (ZORA) replaces the Dirac equation by an equation for a two-component orbital. For a mercury atom it gives 6s and 5d orbital energies that almost coincide with the Dirac values in the same potential, although the 6s electron passes through the strong field near the nucleus. Its 1s energy is badly wrong. What decides which levels come out well, and how large is the error?

## What ZORA leaves out

Consider one electron in a fixed spherical potential $V(r)<0$ that vanishes at infinity. Atomic units are used, and $E$ is measured from the rest energy, so bound levels have $E<0$. The Dirac equation couples a large component $\phi$ and a small component $\chi$:

$$V\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=E\phi,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+(V-2c^2)\chi=E\chi .$$

The second equation gives

$$\chi=\frac{c}{2c^2-V+E}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi ,$$

and inserting this in the first gives an equation for $\phi$ alone. It is useful to name its operator with the energy in the denominator as a separate parameter $e$:

$$H(e)=V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2-V+e}\,\boldsymbol\sigma\!\cdot\!\mathbf p .$$

The Dirac level satisfies $H(E_D)\phi_D=E_D\phi_D$. ZORA sets $e=0$, so that $H(0)\phi_Z=E_Z\phi_Z$.

What is neglected is therefore $E$ compared with $2c^2-V$. Since $V<0$, the ratio $|E|/(2c^2-V)$ is below $|E|/2c^2$ at every radius. This bound is $5.9\times10^{-6}$ for mercury 6s and $0.081$ for 1s. The nuclear field does not spoil the approximation, because $V$ stays in the denominator. An expansion in $(E-V)/2c^2$ would be different: close to the nucleus $V\approx-Z/r$, and $|V|$ exceeds $2c^2$ inside $r\approx Z/2c^2=80/37558\approx0.002$ bohr.

A small neglected term in the operator does not yet give the energy error. That also depends on how much of the orbital feels the term.

## The energy error

Take the matrix element of each operator between $\phi_Z$ and $\phi_D$. Because $H(0)$ is Hermitian, it may act to the left:

$$\langle\phi_Z|H(0)|\phi_D\rangle=E_Z\langle\phi_Z|\phi_D\rangle,\qquad
\langle\phi_Z|H(E_D)|\phi_D\rangle=E_D\langle\phi_Z|\phi_D\rangle .$$

On subtraction $V$ cancels, and the two kinetic factors differ by

$$\frac{c^2}{2c^2-V}-\frac{c^2}{2c^2-V+E_D}=\frac{c^2E_D}{(2c^2-V)(2c^2-V+E_D)} .$$

One factor $c/(2c^2-V)$ belongs to the ZORA small component $\chi_Z=c(2c^2-V)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_Z$, and the other to $\chi_D$. Hence, without approximation,

$$E_Z-E_D=E_D\,\frac{\langle\chi_Z|\chi_D\rangle}{\langle\phi_Z|\phi_D\rangle}.$$

If the Dirac functions in the ratio are replaced by ZORA functions, with $\langle\phi_Z|\phi_Z\rangle=1$, the leading-order result is

$$E_D-E_Z\approx-E_D N,\qquad
N=\langle\chi_Z|\chi_Z\rangle=\Big\langle\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{(2c^2-V)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big\rangle .$$

The quantity $-E_DN$ estimates Dirac minus ZORA. It is positive for a bound level, so in a fixed potential ZORA lies too low. The function of $V$ must stand between the momentum operators, because it does not commute with them. With $f=c^2/(2c^2-V)^2$,

$$\boldsymbol\sigma\!\cdot\!\mathbf p\,f\,\boldsymbol\sigma\!\cdot\!\mathbf p=\mathbf p\!\cdot\! f\mathbf p+\boldsymbol\sigma\!\cdot\!(\nabla f\times\mathbf p),$$

and the last term is a spin–orbit contribution.

The number $N$ is the weight of the small component relative to the large one. It sets the relative error of the level, while the absolute error is about $|E_D|N$.

To see when the leading order suffices, follow one eigenvalue $\varepsilon(e)$ of $H(e)$, with normalized eigenfunction $\phi_e$. The Hellmann–Feynman theorem gives

$$\frac{d\varepsilon}{de}=\Big\langle\phi_e\Big|\frac{\partial H}{\partial e}\Big|\phi_e\Big\rangle=-N(e),\qquad
N(e)=\Big\langle\phi_e\Big|\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{(2c^2-V+e)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big|\phi_e\Big\rangle .$$

Since $E_Z=\varepsilon(0)$ and $E_D=\varepsilon(E_D)$,

$$E_Z-E_D=-\int_{E_D}^{0}N(e)\,de .$$

The estimate $E_DN$ with $N=N(0)$ is good when $N(e)$ changes little between $E_D$ and zero. For a valence level this interval is very short. For 1s it is long, and another reason is needed.

## Why the estimate still works for 1s

Near the nucleus the screened potential resembles $V=C-Z/r$, where the positive constant $C$ stands for the average effect of the electron cloud in this region, mainly its repulsion. For this form, put $\mu=2c^2-C+e$ and measure length by $s=\mu r$. Then $\mathbf p=\mu\mathbf p_s$, $Z/r=\mu Z/s$, and the denominator becomes $\mu+Z/r=\mu(1+Z/s)$. Therefore

$$H(e)=C+\mu\Big[-\frac Zs+\boldsymbol\sigma\!\cdot\!\mathbf p_s\frac{c^2}{1+Z/s}\boldsymbol\sigma\!\cdot\!\mathbf p_s\Big].$$

The bracket does not contain $e$ or $C$. If $\eta<0$ is its eigenvalue,

$$\varepsilon(e)=C+(2c^2-C+e)\,\eta ,$$

which is linear in $e$. So $N=-\eta$ is constant, and in this potential the error is exactly $E_DN$.

For $C=0$ one has $E_Z=2c^2\eta$ and $E_D=(2c^2+E_D)\eta$. Eliminating $\eta$ gives

$$E_Z=\frac{2c^2E_D}{2c^2+E_D},\qquad N=\frac{|E_Z|}{2c^2}.$$

For $Z=80$ the pure Coulomb 1s energies are $E_D=-3532.2$ and $E_Z=-3898.9$ hartree, so $N=3898.9/37557.7=0.1038$. The constant $C$ does not alter $N$. The 1s orbital of the screened atom should therefore have nearly this value, and the calculation below gives $0.1021$.

## Numbers for mercury

The potential was computed self-consistently for a neutral mercury atom with a point nucleus, using ZORA with local-density exchange and no correlation. It was then frozen, and the Dirac and ZORA equations were solved in it. The comparison thus isolates the error of the orbital equation. It does not include the change of potential that a self-consistent Dirac density would bring. For the valence levels that change is larger than the errors tabulated here: with each method self-consistent in this model (the ZORA density built from the two-component orbitals alone), $E_Z-E_D$ is about $+1.7\times10^{-4}$ hartree for 6s and about $-2.7\times10^{-4}$ to $-2.8\times10^{-4}$ hartree for the two 5d levels. The energies are not measured ionization energies. Energies are in hartree.

| Level | $E_D$ | $E_Z-E_D$ | $E_DN$ | $N$ |
|---|---:|---:|---:|---:|
| 1s | −3046.73 | −310.9 | −311.2 | 0.1021 |
| 2s | −539.63 | −11.72 | −11.74 | 0.02175 |
| 5d$_{3/2}$ | −0.36309 | −9.11×10⁻⁵ | −9.11×10⁻⁵ | 2.510×10⁻⁴ |
| 5d$_{5/2}$ | −0.29563 | −6.79×10⁻⁵ | −6.79×10⁻⁵ | 2.297×10⁻⁴ |
| 6s | −0.22183 | −1.48×10⁻⁵ | −1.48×10⁻⁵ | 6.673×10⁻⁵ |

For 6s the arithmetic is

$$E_DN=-0.22183\times6.673\times10^{-5}=-1.480\times10^{-5}\ \text{hartree},$$

or about $-0.40$ meV. For 1s the actual error is $-310.9$ hartree, about $-8.46$ keV, which is 10.2 percent of the Dirac energy. For all 22 occupied levels the estimate agrees with the actual error to within 0.2 percent of that error.

From 6s to 1s the energy grows by a factor $1.373\times10^4$ and $N$ by a factor $1531$. Their product, $2.1\times10^7$, is the ratio of the two errors. The small valence energy is the larger of the two causes, and the small $N$ is the other.

## Why $N$ is small for 6s, but not as small as its energy suggests

Where $-V\ll2c^2$, the weight reduces to $N\approx\langle p^2\rangle/4c^2=T/2c^2$, with $T=\langle p^2\rangle/2$. In a nonrelativistic Coulomb field the virial theorem gives $T=|E|$, hence $N\approx|E|/2c^2$. In a screened atom this link is broken. The 6s electron is weakly bound, yet it becomes fast when it enters the core.

Leaving $V$ out of the denominator gives $\langle p^2\rangle/4c^2=7.589\times10^{-5}$ for 6s. Multiplication by $2c^2=37557.7$ hartree gives $T=2.85$ hartree, about thirteen times the binding energy. The true $N$ is about 12 percent below this value, because $-V$ enlarges the denominator. It is still about eleven times $|E_D|/2c^2$.

The region inside 1.33 bohr supplies 92 percent of $N$ but holds only 4.7 percent of the 6s charge. The small component of the 6s orbital thus belongs mainly to this inner region, which reaches out to about the maximum of the 5d shell, and its total weight stays low because the 6s electron is seldom there.

## The zero of energy decides which level is favoured

If a small $N$ alone protected the valence levels, moving the zero of the potential would do no harm. Add a constant $\Delta$ to $V$. Dirac energies all rise by $\Delta$, because only $E-V$ enters the Dirac equation. The ZORA denominator, however, becomes $2c^2-V-\Delta$. Referred back to the original zero, the ZORA level is then $\varepsilon(-\Delta)$ instead of $\varepsilon(0)$. For small $\Delta$ it moves by $N\Delta$. A shift of 1 hartree changes 6s by $6.7\times10^{-5}$ hartree, more than its original error.

Now choose $\Delta=3046.73$ hartree, which brings the Dirac 1s energy to zero. The denominator is then the one in the Dirac equation for 1s, and ZORA reproduces that level to numerical accuracy. The 6s level moves from $-0.2218$ to $-0.0779$ hartree on the original scale. Its error is $+0.1439$ hartree, 65 percent of its binding energy. Measured against the binding energy, the success and the failure have changed places.

Here the leading-order estimate is no longer adequate. The parameter $e$ runs over some 3000 hartree, and the 6s value of $N(e)$ drops from $6.67\times10^{-5}$ to $3.09\times10^{-5}$ on the way. Using the final value alone gives $0.0942$ hartree, whereas integrating $N(e)$ reproduces $0.1439$. For $e<0$ the factor $c^2/(2c^2-V+e)^2$ is larger at every radius, so a fixed orbital would give a larger $N$. The drop must therefore come from the change of the orbital $\phi_e$ itself.

ZORA thus describes well the levels whose energies lie close to the chosen zero of the potential. With $V\to0$ at infinity these are the valence levels; in a self-consistent calculation the change of the potential adds to their error. For the deep levels in this frozen potential, the same analysis supplies a correction, since $E_Z\approx E_D(1+N)$ gives

$$E_D\approx\frac{E_Z}{1+N}.$$

For 1s this yields $-3046.39$ hartree, against the Dirac value $-3046.73$. The remaining error is 0.34 hartree: small compared with the original 311, but still far larger than the uncorrected error of 6s. The numerical check below covers the error formula, the Coulomb limit and the moved zero.

## Numbers as computed

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Coulomb field Z = 80, 1s: Dirac -3532.192, ZORA -3898.869 hartree
Coulomb tests, largest relative deviation: 5.4e-09
mercury potential: 40 cycles, last change of r*V 9.2e-07 a.u.
energies in hartree; N is a pure number
level   E_Dirac       E_ZORA        E_Z-E_D      E_D*N        N
1s1/2  -3046.732081  -3357.582483  -3.1085e+02  -3.1122e+02  1.021e-01
2s1/2   -539.633850   -551.356323  -1.1722e+01  -1.1737e+01  2.175e-02
3s1/2   -127.993554   -128.910219  -9.1667e-01  -9.1746e-01  7.168e-03
4s1/2    -28.067558    -28.135837  -6.8278e-02  -6.8312e-02  2.434e-03
5s1/2     -4.289995     -4.292688  -2.6931e-03  -2.6935e-03  6.279e-04
6s1/2     -0.221830     -0.221845  -1.4802e-05  -1.4803e-05  6.673e-05
2p1/2   -517.826301   -529.122552  -1.1296e+01  -1.1310e+01  2.184e-02
3p1/2   -118.164712   -119.004913  -8.4020e-01  -8.4092e-01  7.117e-03
4p1/2    -23.857507    -23.913290  -5.5783e-02  -5.5810e-02  2.339e-03
5p1/2     -2.895840     -2.897407  -1.5671e-03  -1.5673e-03  5.412e-04
2p3/2   -446.446520   -455.051967  -8.6054e+00  -8.6157e+00  1.930e-02
3p3/2   -102.355417   -103.009553  -6.5414e-01  -6.5466e-01  6.396e-03
4p3/2    -20.030786    -20.072039  -4.1253e-02  -4.1271e-02  2.060e-03
5p3/2     -2.218304     -2.219312  -1.0075e-03  -1.0076e-03  4.542e-04
3d3/2    -86.066918    -86.607651  -5.4073e-01  -5.4115e-01  6.288e-03
4d3/2    -13.146136    -13.170594  -2.4458e-02  -2.4467e-02  1.861e-03
5d3/2     -0.363087     -0.363178  -9.1138e-05  -9.1142e-05  2.510e-04
3d5/2    -82.674491    -83.177921  -5.0343e-01  -5.0381e-01  6.094e-03
4d5/2    -12.432238    -12.454473  -2.2236e-02  -2.2244e-02  1.789e-03
5d5/2     -0.295628     -0.295696  -6.7916e-05  -6.7919e-05  2.297e-04
4f5/2     -3.557800     -3.562847  -5.0464e-03  -5.0474e-03  1.419e-03
4f7/2     -3.403686     -3.408414  -4.7281e-03  -4.7290e-03  1.389e-03
1s ZORA error: -8.4587e+03 eV, relative 1.020e-01
1s scaled energy E_Z/(1+N): -3046.394181 hartree
1s |E_D|/(2c^2): 8.112e-02
1s N with V left out of the denominator: 1.593e-01
6s ZORA error: -4.0280e-04 eV, relative 6.673e-05
6s scaled energy E_Z/(1+N): -0.221830 hartree
6s |E_D|/(2c^2): 5.906e-06
6s N with V left out of the denominator: 7.589e-05
1s/6s ratio of E_D: 1.373e+04
1s/6s ratio of N: 1531
1s/6s ratio of error: 2.1e+07
6s inside r = 1.333 bohr: share of N 0.917, share of charge 0.0469
zero of energy moved to the Dirac 1s level:
  1s ZORA error, absolute value: 3.9e-09 hartree
  6s ZORA energy, original zero: -0.07790 hartree
  6s ZORA error: 0.14393 hartree
  6s error from the integral of N: 0.14393 hartree
  6s one-point estimate: 0.09420 hartree
  6s N: original zero 6.673e-05, moved zero 3.092e-05
```
